\section*{Why self-trapping has a barrier in three dimensions but not in one}

\section{Definitions and conventions}

One carrier moves on an infinite chain ($d=1$) or simple cubic lattice ($d=3$) with spacing $a$ and nearest-neighbour hopping energy $t>0$. Its normalized amplitude on site $i$ is $\psi_i$, and $n_i=|\psi_i|^2$. Energies are measured from the bottom of the undistorted band, so the fully extended state has energy zero.

Each site carries one local distortion $x_i$ with stiffness $K$, coupled only to the carrier density on that site. The coupling is adiabatic: the distortions are classical and their kinetic energy is neglected. The distortion energy of a site is
\begin{equation}
\tfrac12 Kx_i^2-g x_i n_i .
\end{equation}
It is smallest at $x_i=gn_i/K$, where it equals $-g^2n_i^2/(2K)$. Define $E_p=g^2/(2K)$. The carrier then sees a well $-gx_i=-2E_pn_i$, the elastic cost is $\tfrac12Kx_i^2=E_pn_i^2$, and the net gain is $E_pn_i^2$.

Hopping contributes $-2t\,\mathrm{Re}\,\psi_i^*\psi_j$ per bond, and moving the zero to the band bottom adds $2dt$. Since each site belongs to $2d$ bonds, the two combine into squared differences:
\begin{equation}
E[\psi]=tT-E_pV,\qquad T=\sum_{\langle ij\rangle}|\psi_i-\psi_j|^2,\qquad V=\sum_i|\psi_i|^4 .
\label{eq:E}
\end{equation}
The single parameter is $\lambda=E_p/t$. If the lattice is not relaxed to the carrier density, the total energy is higher than $E[\psi]$, so a lower bound on the barrier for $E[\psi]$ also holds when the lattice lags behind.

One condition belongs to the question. In three dimensions the extended state is a local minimum at every $\lambda$, but it is metastable only if a trapped state lies below it, which requires strong enough coupling.

\section{The two terms at large size}

Take a fixed smooth shape $\phi$ and stretch it to size $L$, in units of $a$: $\psi(\mathbf r)=L^{-d/2}\phi(\mathbf r/L)$. The prefactor keeps the norm. The kinetic term contains two gradients, each giving $1/L$. The attraction contains $\psi^4\propto L^{-2d}$ summed over a volume $L^d$. Hence
\begin{equation}
\frac{E}{t}=\frac{A}{L^2}-\frac{\lambda B}{L^d},\qquad A=\int|\nabla\phi|^2,\quad B=\int|\phi|^4 .
\end{equation}
The attraction is proportional to the mean density that the carrier meets in its own cloud, and this dilutes as $L^{-d}$. The cost of confinement falls as $L^{-2}$ in any dimension.

For $d=1$ the attraction is the larger term at large $L$. The derivative $-2A/L^3+\lambda B/L^2$ is positive for all $L>2A/(\lambda B)$, so shrinking lowers the energy from the outset.

For $d=3$ the kinetic term wins at large $L$. Setting $-2A/L^3+3\lambda B/L^4=0$ gives a maximum at $L_b=3\lambda B/(2A)$, where $\lambda B/L_b^3=\tfrac23A/L_b^2$ and
\begin{equation}
\frac{E(L_b)}{t}=\frac{A}{3L_b^2}=\frac{4A^3}{27\lambda^2B^2}.
\end{equation}
For $d=2$ both terms scale as $L^{-2}$, so size alone does not decide: the sign of $A-\lambda B$, which depends on the coupling and the shape, sets whether shrinking costs or gains energy.

This argument follows one shape and assumes $L\gg1$. The next two sections remove these limits.

\section{One dimension: a downhill path at every coupling}

Consider packets that decay exponentially along each axis, $\psi\propto e^{-\kappa\sum_\alpha|n_\alpha|}$, where $n_\alpha$ are the integer coordinates, and let $y=\tanh\kappa$. Along one axis $\sum_ne^{-2\kappa|n|}=\coth\kappa$, so the normalized factor is $\sqrt y\,e^{-\kappa|n|}$. The neighbour overlap and quartic sum are
\begin{align}
\sum_n\psi_n\psi_{n+1}&=2y\sum_{n\ge0}e^{-\kappa(2n+1)}=\frac{y}{\sinh\kappa}=\frac1{\cosh\kappa}=\sqrt{1-y^2},\\
\sum_n\psi_n^4&=y^2\coth2\kappa=\frac{y(1+y^2)}2 .
\end{align}
Kinetic terms add over the axes, while quartic sums multiply:
\begin{equation}
T=2d\left(1-\sqrt{1-y^2}\right),\qquad V=\left[\frac{y(1+y^2)}2\right]^d .
\label{eq:family}
\end{equation}

For $d=1$,
\begin{equation}
\frac1t\frac{dE}{dy}=\frac{2y}{\sqrt{1-y^2}}-\frac\lambda2(1+3y^2)
=\frac{1+3y^2}{2}\,[G(y)-\lambda],\quad
G=\frac{4y}{\sqrt{1-y^2}\,(1+3y^2)} .
\end{equation}
The logarithmic derivative of $G$ is
\begin{equation}
\frac{G'}{G}=\frac1y+\frac{y}{1-y^2}-\frac{6y}{1+3y^2}
=\frac{1-3y^2+6y^4}{y(1-y^2)(1+3y^2)} .
\end{equation}
As a quadratic in $y^2$ the numerator has discriminant $9-24<0$, so it is positive. Thus $G$ rises monotonically from $0$ to $\infty$ and crosses $\lambda$ once. The energy falls from zero to a single minimum with no maximum on the way. Relaxing the shape from there can only lower it further. This proves a barrierless path for every $\lambda>0$.

At weak coupling the trapped state is wide, and the continuum limit applies. Varying $\int\psi'^2-\lambda\int\psi^4$ at fixed norm gives $-\psi''-2\lambda\psi^3=-\omega\psi$. The normalized function $\psi=\sqrt{\kappa/2}\,\mathrm{sech}\,\kappa x$ obeys $\psi''=\kappa^2\psi-4\kappa\psi^3$, so it is a solution with $\kappa=\lambda/2$. Its integrals are $T=\kappa^2/3$ and $V=\kappa/3$, hence
\begin{equation}
E=\frac t3(\kappa^2-\lambda\kappa)=-\frac{t\lambda^2}{12}=-\frac{E_p^2}{12t}.
\end{equation}
For $t=0.25$ eV and $E_p=0.10$ eV this is $-3.33$ meV; relaxation on the lattice gives $-3.35$ meV. In the adiabatic model such a state forms without a barrier, yet its binding is far below the thermal energy of $26$ meV at 300 K. Its carrier level lies only $\kappa^2t=10$ meV below the band, so the adiabatic description itself requires phonon energies well below that value. Absence of a barrier does not imply thermal stability.

\section{Three dimensions: a barrier for every shape}

To show that no clever path avoids the barrier, $V$ must be bounded by $T$ for all states. Replace $\psi$ by $|\psi|$, which leaves $V$ unchanged and cannot raise $T$. On a line, $\psi_n^2$ is the sum of the increments $\psi_{m+1}^2-\psi_m^2$ from the left, and minus their sum to the right. Adding the two forms and using Cauchy--Schwarz,
\begin{equation}
2\psi_n^2\le\sum_m|\psi_{m+1}-\psi_m|\,(\psi_{m+1}+\psi_m)\le2\|\Delta\psi\|\,\|\psi\| ,
\end{equation}
because $\sum_m(\psi_{m+1}+\psi_m)^2\le4\|\psi\|^2$. So $\max\psi^2\le\|\Delta\psi\|\,\|\psi\|$.

In a plane of fixed $z$, let $N(z)=\sum_{xy}\psi^2$ and $D_\alpha(z)^2=\sum_{xy}|\Delta_\alpha\psi|^2$. Bounding one factor $\psi^2$ by its maximum over $x$ and the other by its maximum over $y$,
\begin{equation}
\sum_{xy}\psi^4\le\Big(\sum_y\max_x\psi^2\Big)\Big(\sum_x\max_y\psi^2\Big)\le N(z)D_x(z)D_y(z),
\end{equation}
where the line bound and Cauchy--Schwarz were used in each bracket. The line bound along $z$, summed over $x$ and $y$, gives $N(z)\le\|\Delta_z\psi\|$ for a normalized state. Summing $D_xD_y$ over $z$ with Cauchy--Schwarz then yields
\begin{equation}
V\le\|\Delta_x\psi\|\,\|\Delta_y\psi\|\,\|\Delta_z\psi\|\le\left(\frac T3\right)^{3/2}.
\end{equation}
The last step is the inequality of geometric and arithmetic means for three squared norms that add to $T$. Therefore
\begin{equation}
\frac Et\ge T-\lambda\left(\frac T3\right)^{3/2}.
\label{eq:bound}
\end{equation}

The right side is positive for $0<T<27/\lambda^2$, so the extended state is a local minimum. Its derivative $1-\tfrac\lambda2\sqrt{T/3}$ vanishes at $T=12/\lambda^2$, where the bound equals $12/\lambda^2-8/\lambda^2=4/\lambda^2$. A localized state with $E\le0$ needs $T\ge27/\lambda^2$. Since $T$ varies continuously along a path, every path from the extended state to such a state passes $T=12/\lambda^2$ and reaches at least
\begin{equation}
E_{\rm barrier}\ge\frac{4t}{\lambda^2}=\frac{4t^3}{E_p^2}.
\end{equation}

\section{The short-distance end}

A continuum with $-1/L^3$ attraction would collapse without limit. On the lattice the attraction saturates at $V=1$. A carrier on one site costs $6t$ relative to the band bottom and gains $E_p$. A virtual hop to one of six neighbours leaves a well of depth $2E_p$, giving $-6t^2/(2E_p)$. At leading order in $1/\lambda$,
\begin{equation}
\frac{E_{\rm trap}}t\simeq6-\lambda-\frac3\lambda .
\end{equation}
This vanishes at $\lambda=3+\sqrt6\simeq5.45$. The relaxed site-centred state crosses zero at $\lambda_c=5.41$. Above $\lambda_c$ the extended state is metastable. Below it, the extended state is lower than this trapped state, which itself ceases to exist below $\lambda\simeq3.9$.

\section{Weighing the terms for a cubic ionic crystal}

Take $a=0.46$ nm, $t=0.25$ eV and $E_p=1.75$ eV, so $\lambda=7.0$. These are rough values for the regime of a hole in caesium iodide, whose iodide ions form a simple cubic lattice. The chain is a hypothetical comparison with $t$, $E_p$ and $a$ held fixed. Equation~(\ref{eq:family}) gives, in eV:

\begin{center}
\begin{tabular}{r|rr|rr}
$a/\kappa$ (nm) & $tT$, 1D & $-E_pV$, 1D & $tT$, 3D & $-E_pV$, 3D\\ \hline
4.60 & 0.0025 & $-0.0881$ & 0.0075 & $-0.0002$\\
2.30 & 0.0098 & $-0.1794$ & 0.0295 & $-0.0019$\\
0.46 & 0.1760 & $-1.0529$ & 0.5279 & $-0.3812$\\
0.23 & 0.3671 & $-1.6275$ & 1.1013 & $-1.4075$
\end{tabular}
\end{center}

At 4.6 nm the attraction is about 35 times the kinetic cost in the chain, but only about 3\% of it in the cubic lattice. The cubic sum is $+0.147$ eV at 0.46 nm and $-0.306$ eV at 0.23 nm, so the balance reverses at the scale of one lattice spacing.

Steepest descent confirms the contrast. In the chain, a packet with $\tanh\kappa=0.05$ ends in a trapped state at $-1.29$ eV. In a cubic box of 29 sites per edge, a packet with $\tanh\kappa=0.4$ spreads until its central density is $0.0003$. The remaining $0.008$ eV is the confinement energy of the box, $6t[1-\cos(\pi/30)]$, less a small attraction. The cubic trapped state lies at $-0.361$ eV.

The general lower bound on the barrier is $4(0.25)/49=0.020$ eV. The exponential packets supply an actual path, hence an upper bound, of $0.187$ eV. If the central density $p$ is fixed and everything else relaxed, the energy has one maximum, $0.138$ eV or $0.55\,t$, at $p=0.29$. This stationary state has one unstable direction. A lower pass of another shape is not excluded.

At this state the central well is $2E_pp\simeq1.0$ eV deep, yet the carrier level lies only $0.027$ eV below the band. The continuum form of (\ref{eq:family}), $E/t\simeq3\kappa^2-\lambda\kappa^3/8$, would put the maximum at $\kappa=16/\lambda\simeq2.3$, a size below one spacing and outside its own validity. Size scaling explains why the barrier exists, but here it cannot supply the height.

\section{What the model leaves out}

In an ionic crystal the largest neglected change to the static energies sized here is the long-range polar coupling. With rough relative permittivities $\varepsilon_\infty=3$ and $\varepsilon_s=6$, it adds
\begin{equation}
-\frac12\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)\frac{e^2}{4\pi\varepsilon_0}\sum_{i\ne j}\frac{n_in_j}{r_{ij}},
\end{equation}
the on-site part being counted in $E_p$. This scales as $-1/L$ and beats the kinetic term at large $L$, so the extended state gives way to a large polaron. For a Gaussian $\psi\propto e^{-r^2/2L^2}$, with $L$ now a length, the energy is $A'/L^2-C/L$. Here $A'=\tfrac32ta^2$, and $C$ is the prefactor $(1/\varepsilon_\infty-1/\varepsilon_s)e^2/(4\pi\varepsilon_0)$ divided by $\sqrt{2\pi}$. The minimum, at $L=2A'/C=1.7$ nm, is $-C^2/(4A')=-0.029$ eV. At the barrier state the polar energy is $-0.116$ eV to first order, so the barrier seen from the large polaron becomes
\begin{equation}
0.138-0.116+0.029\simeq0.05\ \text{eV}.
\end{equation}
This first-order value keeps the barrier state fixed. Relaxing the large polaron on the lattice, with the on-site term included, lowers it from $-0.029$ to $-0.032$ eV. The barrier state would also relax under the polar term, by an amount not computed here. About 60\% of the polar energy at the barrier state comes from pairs of sites no more than two spacings apart, where macroscopic permittivities are only a rough guide. A correction this large and this uncertain makes the result an indication of size only. At 300 K it lowers the barrier from $5.3$ to about $2$ thermal energies, so within this adiabatic estimate metastability would be weak. These ratios use the energies of a lattice without thermal motion. At 300 K, classical vibration of the distortions spreads the site energies $-gx_i$ by $\sqrt{2E_pk_BT}\simeq0.30$ eV, which exceeds both $t$ and the barrier. The extended state is then no longer a simple band state, and the free-energy barrier, not computed here, may differ considerably from the static one.

The adiabatic assumption requires the phonon energy, roughly $11$ meV, to be small compared with the binding of the carrier level. This holds well in the trapped state, where the level lies about $2E_p-6t=2$ eV below the band. It is only marginal at the barrier state, where the level without polar coupling lies $0.027$ eV below the band. For the large polaron it is quantitatively poor. The inputs correspond to a Fröhlich coupling constant $\alpha\simeq5$, for which the known upper bound $-\alpha\hbar\omega\simeq-0.055$ eV on the energy already lies well below the adiabatic $-0.029$ eV. Quantum motion of the lattice would also shift the barrier state, by an amount not computed here. The polar-corrected barrier is therefore uncertain by an amount comparable to itself. Within the adiabatic picture, tunnelling can be estimated by restoring the phonon kinetic energy. With $q_i=\sqrt{2E_p/\hbar\omega}\,n_i$, the elastic energy is $\tfrac12\hbar\omega q_i^2$ and the momentum under the barrier is $\sqrt{2E/\hbar\omega}$. The semiclassical exponent is therefore $(4\sqrt{E_p}/\hbar\omega)\int\sqrt E\,ds$, with $ds^2=\sum_i dn_i^2$. Here $E$ should be the elastic energy plus the lowest carrier level in the given wells, which makes the exponent roughly $50$ along the relaxed path without polar coupling. Using $E[\psi]$ instead, which is higher away from stationary states, gives the overestimate of about $87$ listed in the output. Both are far above the thermal exponent of $5.3$, so with these static energies passage over the barrier dominates on this path at 300 K.

Holes in alkali halides do self-trap, but on a pair of halide ions drawn together, which on-site coupling cannot describe. The $p$-orbital degeneracy and spin-orbit splitting are also absent, and these effects are not sized here. The ordering of the states is sensitive too: with $t$ fixed, lowering $E_p$ from $1.75$ to below $1.35$ eV places the trapped state above the extended one. The energies therefore illustrate the regime and do not predict the material. The numerical output below lists the main values in full.

\section*{Values computed for the example and the checks}
\begin{verbatim}
spacing a = 0.46 nm, hopping t = 0.25 eV, Ep = 1.75 eV
coupling lam = Ep/t = 7.00; band mass = 0.72 m_e
phonon energy = 0.011 eV; permittivities 3.0, 6.0
size exponents, 3D Gaussian: T -1.985, V -3.000
exponential packet, energies in eV (kinetic, attraction, sum)
a/kappa =  9.200 nm | 1D 0.00062 -0.04382 -0.04320 | 3D 0.00187 -0.00003 +0.00185
a/kappa =  4.600 nm | 1D 0.00249 -0.08808 -0.08559 | 3D 0.00747 -0.00022 +0.00725
a/kappa =  2.300 nm | 1D 0.00984 -0.17943 -0.16960 | 3D 0.02951 -0.00189 +0.02762
a/kappa =  0.920 nm | 1D 0.05659 -0.49070 -0.43411 | 3D 0.16977 -0.03858 +0.13119
a/kappa =  0.460 nm | 1D 0.17597 -1.05292 -0.87695 | 3D 0.52792 -0.38116 +0.14676
a/kappa =  0.230 nm | 1D 0.36710 -1.62745 -1.26035 | 3D 1.10130 -1.40750 -0.30621
a/kappa =  0.153 nm | 1D 0.45034 -1.73276 -1.28242 | 3D 1.35101 -1.69878 -0.34777
chain, trapped energy = -1.2858 eV
chain, best exponential packet = -1.2858 eV
chain, central density = 0.9896
weak chain, lam = 0.4: Ep = 0.100 eV
weak chain, relaxed energy = -3.349 meV
weak chain, -Ep^2/(12t) = -3.333 meV
cubic, largest V/(product of gradient norms) = 0.455
cubic, relaxed path: central density p, energy in eV
  p = 0.950  E = -0.3573
  p = 0.850  E = -0.2607
  p = 0.750  E = -0.1435
  p = 0.650  E = -0.0390
  p = 0.550  E = +0.0441
  p = 0.450  E = +0.1021
  p = 0.350  E = +0.1329
  p = 0.250  E = +0.1350
  p = 0.150  E = +0.1066
  p = 0.050  E = +0.0465
cubic, trapped energy = -0.3611 eV
cubic, t(6-lam-3/lam) = -0.3571 eV
cubic, trapped central density = 0.9650
cubic, critical coupling lam_c = 5.408
cubic, critical Ep = 1.352 eV
barrier: lower bound 4t/lam^2 = 0.0204 eV
barrier: relaxed saddle = 0.1377 eV = 0.551 t
barrier: exponential packets = 0.1872 eV
saddle central density = 0.293
saddle level below band bottom = 0.0272 eV
saddle tail length = 1.39 nm
saddle change with smaller box = 0.03 %
saddle lowest two curvatures = -6.74, 0.135 t
cubic, broad packet relaxes to p = 0.00031, E = 0.0080 eV (box)
polar energy at saddle = -0.1159 eV
polar energy in trap = -0.0175 eV
large polaron (Gaussian) = -0.0289 eV, size 1.66 nm
barrier with polar part, first order = 0.0507 eV
kT at 300 K = 0.0259 eV; barrier/kT = 5.33
polar-corrected barrier/kT = 1.96
phonon energy/t = 0.044
tunnelling exponent along path = 86.7
\end{verbatim}
